Phonon-assisted absorption onset in a degenerately doped indirect semiconductor, part 2

The problem is how phonon-assisted absorption begins in an n-type indirect semiconductor whose conduction valleys are filled up to an energy ξ. The valence band is full before absorption, and the temperature is zero.

The algebra uses atomic units: the reduced Planck constant, the electron mass and the elementary charge are one, and the speed of light is c ≈ 137. The light has frequency ω, also the photon energy, and field amplitude F₀. In a crystal of refractive index n its energy flux is

S = n c F₀²/(8π).

The electron energy E is measured up from the conduction edge and the hole energy H down from the valence edge. With indirect gap E_g and emitted phonon energy Ω, the excess energies are Δ = ω − E_g − Ω and δ = Δ − ξ.

There are M equivalent valleys, each with longitudinal mass m_l, transverse masses m_t and m_d = (m_l m_t²)^(1/3). The hole mass is m_v. Per spin and unit volume, a valley has (2m_d E)^(3/2)/(6π²) states below E, and the densities of states are

g_c(E) = (2m_d)^(3/2) √E/(4π²),

g_v(H) = (2m_v)^(3/2) √H/(4π²).

The coupling constant is

K = P² D²/(2ρΩE_d²),

where P is the momentum matrix element of the vertical step, D the deformation potential, ρ the mass density and E_d the detuning, the direct gap minus ω. With N phonons present, emission carries a factor N + 1 and phonon absorption a factor N.

Within the independent-electron treatment, blocking enters only through the final electron state. The absorption coefficient is

α = (4π²/(n c ω)) · K · 2M (2m_d)^(3/2) (2m_v)^(3/2)/(16π⁴) · I(Δ, ξ),

I(Δ, ξ) = ∫_ξ^Δ √E √(Δ − E) dE  for Δ > ξ,

and I = 0 for Δ ≤ ξ.

## Second half: the Fermi-shifted onset and its range of validity

The first half gave an absorption coefficient α proportional to the integral I(Δ, ξ) = ∫_ξ^Δ √E √(Δ − E) dE. Here E is the electron energy above the conduction edge, ξ is the energy up to which the valleys are filled, and Δ = ω − E_g − Ω is the photon energy ω less the indirect gap E_g and the energy Ω of the emitted phonon. The hole energy is H = Δ − E. The M valleys have density-of-states mass m_d, the hole mass is m_v, and the constant K holds the squared coupling to light and lattice. Atomic units are used in the algebra, and the temperature is zero.

The filling follows from the electron density n_e. Two spins and M valleys give

n_e = 2M (2m_d ξ)^(3/2)/(6π²).

With k_F = √(2m_d ξ), the Fermi wavevector of a sphere with the same volume as the ellipsoidal valley, this becomes

k_F = (3π² n_e/M)^(1/3),  ξ = k_F²/(2m_d).

Absorption begins when the photon can just make the cheapest allowed pair. That pair is an electron at the Fermi energy and a hole at the top of the valence band, so the threshold is

ω₀ = E_g + Ω + ξ.

The shift due to filling is ξ alone. For comparison, take a vertical transition into an isotropic valley of mass m_c at the zone centre. An electron at k_F would leave a hole at the same wavevector, with energy k_F²/(2m_v) = ξ m_c/m_v, and the shift would be ξ(1 + m_c/m_v). In the indirect case the phonon carries the momentum and the hole may stay at the band top.

The integral can be done in closed form. Put E = (Δ/2)(1 − cos θ). Then

dE = (Δ/2) sin θ dθ,  √(E(Δ − E)) = (Δ/2) sin θ.

The lower limit is θ = φ, with cos φ = 1 − 2ξ/Δ, and the upper limit is θ = π. Hence

I = (Δ²/4) ∫_φ^π sin²θ dθ

  = (Δ²/4) [θ/2 − (sin 2θ)/4]_φ^π

  = (Δ²/8) (π − φ + sin φ cos φ).

For an empty valley ξ = 0 and φ = 0, so I = πΔ²/8. This is the quadratic onset of the undoped crystal, measured from E_g + Ω.

For the doped crystal the onset is clearer in terms of the hole energy. Write y = Δ − E and δ = Δ − ξ = ω − ω₀. Then

I = ∫_0^δ √y √(ξ + δ − y) dy

  = √ξ ∫_0^δ √y √(1 + x) dy,  x = (δ − y)/ξ.

Since x is not negative, 1 ≤ √(1 + x) ≤ 1 + x/2; the second inequality follows on squaring both sides. The lower bound on the integral is

√ξ ∫_0^δ √y dy = (2/3) √ξ δ^(3/2).

The additional term in the upper bound is

(√ξ/(2ξ)) ∫_0^δ √y (δ − y) dy

  = (1/(2√ξ)) (2/3 − 2/5) δ^(5/2)

  = (2/15) δ^(5/2)/√ξ.

Dividing by the lower bound gives the result

1 ≤ I/[(2/3) √ξ δ^(3/2)] ≤ 1 + δ/(5ξ).

The onset is thus a three-halves power above ω₀, and the bound says how far the law may stand in for the full integral. The integral exceeds it by at most 10 percent, relative to the law, when δ ≤ ξ/2.

The physical reason is visible in the integrand. Near threshold the electron enters states at the Fermi energy, where the density of states is finite and nearly constant. The hole alone starts from a band edge where the density of states vanishes. To leading order the absorption is

α ∝ g_c(ξ) ∫_0^δ g_v(H) dH,

which is the conduction density of states at the Fermi level times the number of valence states within δ of the band top. Blocking replaces one vanishing square root by a constant, and the exponent falls by one half. For a degenerate p-type crystal the roles are exchanged: the hole density of states is finite at the Fermi level, the electron starts from an empty edge, and the same integral results.

A lower exponent does not mean stronger absorption at a given photon energy. The blocked integral covers part of the range of the unblocked one with the same positive integrand, so filling reduces I at fixed Δ.

The power law fails gradually. Let s = d ln I/d ln δ be the local exponent at fixed ξ. Close to threshold the first correction in √(1 + x) makes the upper bound correct to first order in δ/ξ, so

s = 3/2 + δ/(5ξ) + terms of second order in δ/ξ.

Far above threshold, write the integral as the unblocked one less the part that has been removed:

I = πΔ²/8 − ∫_0^ξ √E √(Δ − E) dE.

The removed part is at most √Δ ∫_0^ξ √E dE = (2/3) ξ^(3/2) √Δ. Relative to the unblocked result it is at most

(16/(3π)) (ξ/Δ)^(3/2),

so the ratio of the blocked to the undoped integral tends to one, although their difference keeps growing as √Δ. Measured from the shifted threshold, πΔ²/8 = (π/8)(δ + ξ)², and the local exponent is s ≈ 2 − 2ξ/δ. The quadratic exponent does return for δ ≫ ξ, but slowly. The next term, of order (ξ/δ)^(3/2), is positive and still matters at moderate δ/ξ: the estimate reaches 1.9 at δ = 20ξ, the full integral already near δ = 13ξ.

The difference matters when a threshold is extracted from a spectrum. In the three-halves regime α^(2/3) is linear in ω and extrapolates to ω₀. If √α is used instead, it varies as δ^(3/4), and its tangent at an excess δ reaches zero at

δ − δ^(3/4)/[(3/4) δ^(−1/4)] = δ − (4/3)δ = −δ/3.

The extrapolated threshold then lies below the true one by a third of the excess at which the tangent was drawn.

For an example, take rough values for n-type silicon with 1.0 × 10²⁰ electrons per cm³. The gap is 1.170 eV, the phonon energy 0.058 eV, and there are six valleys with m_l = 0.92 and m_t = 0.19, giving m_d = 0.321; the hole mass is 0.55. Each valley holds one sixth of the electrons, so

k_F = (3π² × 1.0 × 10⁻⁴/6)^(1/3) = 0.0790 Å⁻¹.

Restoring units with ħ²/(2m_e) = 3.81 eV Å²,

ξ = 3.81 × 0.0790²/0.321 ≈ 0.074 eV.

The threshold is

ω₀ = 1.170 + 0.058 + 0.074 = 1.302 eV, or 952 nm.

Without filling it would be 1.228 eV, or 1010 nm.

The absolute scale uses a deformation potential of 5.0 eV/Å, a momentum energy 2P² of 20 eV, a density of 2.33 g/cm³, a refractive index of 3.6 and a detuning of 2.098 eV. In atomic units the factor 4π²/(ncω) is 1.67, K is 0.362 and the density-of-states factor, including 2M, is 0.00458. Their product converts to 707 cm⁻¹ per eV². At δ = 0.020 eV the three-halves law gives

α ≈ 707 × (2/3) × √0.074 × 0.020^(3/2) ≈ 0.36 cm⁻¹.

The full integral gives 0.38 cm⁻¹, which is 5 percent more. The undoped crystal, with the same prefactor and photon energy, gives 707 × π × 0.094²/8 ≈ 2.5 cm⁻¹. The values at four excess energies, all in cm⁻¹, are

δ = 0.005 eV: doped 0.046, law 0.045, undoped 1.7

δ = 0.010 eV: doped 0.13, law 0.13, undoped 2.0

δ = 0.020 eV: doped 0.38, law 0.36, undoped 2.5

δ = 0.040 eV: doped 1.13, law 1.03, undoped 3.6

In this parabolic model the local exponent rises from 1.51 to 1.59 over this range. An exponent of 1.9, by contrast, would be reached only about 0.9 eV above threshold, where parabolic bands and a constant K can no longer be assumed. For these parameters the return to an exponent of 2 is a property of the integral rather than a usable prediction. The valence band of real silicon departs from a parabola much earlier, because its spin-orbit splitting of 0.044 eV lies at the edge of the tabulated range. In a six-band k·p description with Luttinger parameters 4.285, 0.339 and 1.446, the density-of-states mass obtained by counting hole states rises from about 0.58 near the band top to about 0.96 at 0.040 eV. At constant K the local exponent is then about 1.60, 1.74, 2.0 and 2.0 at the four excess energies above. In silicon the three-halves law is thus confined to the first few meV above threshold, and an exponent near 2 at 0.020 eV would reflect the valence band rather than the loss of blocking.

Set beside real silicon, the absolute values are much too small. Applied to the undoped crystal at 300 K with a gap of 1.124 eV, the same prefactor gives 15 cm⁻¹ at 900 nm and 2 cm⁻¹ at 1000 nm, some 20 to 30 times below the measured values of about 300 and 64 cm⁻¹. The model keeps one valence band, one phonon branch and one intermediate path, with rough couplings and no electron–hole attraction. The assumption that a device at room temperature breaks most plainly is zero temperature. With Fermi occupation f(E) and phonon number N, the integral I is replaced by

(N + 1) J(Δ) + N J(Δ + 2Ω),

J(X) = ∫_0^X √E √(X − E) [1 − f(E)] dE.

At fixed gap and electron density, and at δ = 0.020 eV, the absorption at 300 K is 5.2 times its zero-temperature value. The thermal energy is then 0.35 of ξ, so the Fermi edge is broad, and phonon absorption adds a channel opening 2Ω lower. At 10 K the ratio is 1.002. The three-halves onset is therefore a low-temperature result: the thermal energy must be small compared with the excess δ, not merely with ξ.

Free carriers present a larger obstacle to observation. For relaxation time τ and conductivity mass m_σ, the real part of the Drude conductivity is n_e τ/[m_σ(1 + ω²τ²)]. Dividing the absorbed power by the energy flux gives

α_free = 4π n_e τ/[n c m_σ(1 + ω²τ²)],

apart from the change of index caused by the carriers. With a rough mobility of 100 cm²/Vs the formula gives 192 cm⁻¹, and 195 cm⁻¹ with the change of index included, some 510 times the interband signal of the model at δ = 0.020 eV. Since the interband scale of the model is 20 to 30 times too small for silicon, the real ratio should be smaller by a similar factor and the requirement below correspondingly milder. It assumes that the relaxation time from the static mobility still applies at optical frequency. In this model the onset is a small feature on a smooth background, which must be known to much better than 0.2 percent before the exponent can be read from it.

The donors also scatter electrons between regions of the zone, without a phonon. Replacing the phonon coupling by that of uncorrelated screened donors leaves the same pair integral but moves its threshold down by Ω, to 1.244 eV. The squared coupling is 0.037 of the phonon value for a dielectric constant of 11.7, and 0.28 for a value of 4.0, chosen to represent weaker screening at short distance. Even a weak channel matters, because it opens earlier. At δ = 0.020 eV its own excess is 0.078 eV, which is larger than ξ, so the full integral must be used in place of the leading law. It is 8.7 times the integral for the phonon channel. The donor-assisted absorption is then roughly 0.3 to 2.5 times that of the phonon channel. A second phonon branch at 0.018 eV would likewise open 0.040 eV below the one treated here. Each such channel has its own three-halves onset in the model, and a spectrum contains their sum; one power law fitted to the sum need not give either the exponent or the threshold of a single channel.

Interactions move the threshold as well. For one spherical valley, the exchange energy at the Fermi surface follows by integrating the Coulomb interaction over the occupied sphere from a point on its surface. In a direction at angle θ to the inward normal, the chord has length 2k_F cos θ. With μ = cos θ,

Σ_x = −(1/(8π³)) (4π/ε) 2π ∫_0^1 2k_F μ dμ = −k_F/(πε).

For a dielectric constant ε = 11.7 this is −0.031 eV, or about 40 percent of the filling shift and opposite to it. This is the unscreened value. Static screening, with the length given below, would reduce it to about −0.003 eV, but correlation, donor and hole energies, which are not included, narrow the gap further. The total narrowing at this density can be comparable with ξ. The threshold of 1.302 eV, computed with the undoped gap, therefore shows the effect of filling alone and does not predict the absorption edge of real silicon. A rigid shift changes ω₀ but not the exponent. A disorder tail at the valence edge would do more, since the leading formula above counts valence states: if their number no longer grows as δ^(3/2), neither does the absorption.

The attraction between electron and hole has also been left out. A static estimate shows that it does not bind a pair here. The Thomas–Fermi screening length λ follows from 1/λ² = 4π(dn_e/dξ)/ε = 6πn_e/(εξ) and equals 5.65 Å. The unscreened pair radius, a = ε/m_r with m_r the reduced mass formed from m_d and m_v, is 30.5 Å. The zero-energy radial function with u(0) = 0 and u′(0) = 1 obeys

u″ = −(2/(a r)) e^(−r/λ) u.

While u is positive it is concave, so u ≤ r, and

u′(r) ≥ 1 − ∫_0^∞ (2/a) e^(−r/λ) dr = 1 − 2λ/a.

Here 2λ/a = 0.37, so u′ stays positive and u has no node beyond the origin. There is then no bound state of zero angular momentum, and the centrifugal repulsion makes higher angular momenta less favourable. The average mass m_d hides the anisotropy of the valley, but using the heavier longitudinal mass m_l in every direction, which can only favour binding, gives 2λ/a = 0.63 and the same conclusion. An attraction too weak to bind still makes it more likely that electron and hole are found together, by a factor of about 2 at zero relative energy in this static model with m_d, and about 4 with m_l, so the absolute absorption would change as well. Here 1/λ exceeds 2k_F, where the Thomas–Fermi form screens too strongly; static Lindhard screening raises these factors to about 2.6 and 6 but still binds no pair. The dynamic response of the Fermi sea to the new hole is a separate effect that this argument does not cover; it could modify the onset close to threshold.

Two approximations are mild by comparison. The ratio of k_F to the wavevector separating the band edges, 0.984 Å⁻¹, is 0.080. Along the long axis of a valley the ratio is 0.14, and a hole of energy 0.020 eV adds about 0.05. The phonon wavevectors thus differ from the separation of the band edges by at most about a fifth of it, which makes a constant Ω and D a reasonable first approximation. The combined change of 1/ω and the detuning factor over 0.020 eV is 0.4 percent, well below the 5 percent departure of the full integral from the three-halves law at that energy. The remaining values are in the numerical output.

Values computed for the example and the checks

```
gap 1.170 eV; emitted phonon 0.058 eV
direct gap at zone centre 3.40 eV
donor and electron density 1.0e+20 cm^-3; valleys 6
valley masses ml 0.92, mt 0.19, hole mass 0.55 m_e
density-of-states mass per valley 0.321 m_e
deformation potential 5.0 eV/angstrom
momentum energy 2P^2/m 20.0 eV; index 3.6
mass density 2.33 g/cm^3; dielectric const 11.7
equivalent-sphere Fermi wavevector 0.0790 1/angstrom
filling xi 0.0740 eV
undoped threshold 1.2280 eV = 1009.6 nm
doped threshold 1.3020 eV = 952.2 nm
intermediate-state detuning 2.098 eV
absorption scale 707.0 cm^-1 per eV^2
at 0.005 eV above doped threshold:
  doped 0.0459, 3/2 law 0.0453, undoped 1.7335 cm^-1
  doped/3/2 law 1.0134, bound 1.0135, exponent 1.5131
at 0.010 eV above doped threshold:
  doped 0.1316, 3/2 law 0.1282, undoped 1.9598 cm^-1
  doped/3/2 law 1.0265, bound 1.0270, exponent 1.5254
at 0.020 eV above doped threshold:
  doped 0.3816, 3/2 law 0.3627, undoped 2.4541 cm^-1
  doped/3/2 law 1.0521, bound 1.0540, exponent 1.5479
at 0.040 eV above doped threshold:
  doped 1.1294, 3/2 law 1.0258, undoped 3.6092 cm^-1
  doped/3/2 law 1.1010, bound 1.1081, exponent 1.5861
neglected effects, at 0.020 eV above threshold where energy matters:
10 K: kT/xi 0.0116, chem. potential 0.0740 eV, absorption/T=0 value 1.002
300 K: kT/xi 0.3493, chem. potential 0.0652 eV, absorption/T=0 value 5.249
mobility 100 cm2/Vs; free-carrier absorption 194.8 cm^-1
free-carrier/interband 510
exchange shift of Fermi level -0.0310 eV
valley wavevector 0.984 1/angstrom; kF/q0 0.080
donor/phonon strength, dielectric const 11.7: 0.037
donor/phonon strength, dielectric const 4.0: 0.284
second branch 0.018 eV opens lower by 0.040 eV
screening length 5.65 angstrom; pair radius 30.5 angstrom
twice their ratio 0.370 (below 1: no bound pair)
prefactor change over 0.020 eV 0.39 percent
```
